# The Koelling-Harmon scalar-relativistic equation and its exactness for s1/2 states

## Result

An electron moves in a given local, spherical, spin-independent potential \(V(r)\), without a magnetic field. Let \(g(r)\) be the large radial function of the Dirac equation. If the small component is eliminated and the spin-orbit term is dropped, \(g\) obeys the Koelling-Harmon equation

\[
-\frac1B\left[g''+\frac2r g'-\frac{l(l+1)}{r^2}g\right]-\frac{V'}{c^2B^2}\,g'+Vg=Eg,
\qquad B(r)=1+\frac{E-V(r)}{c^2}. \tag{1}
\]

The dropped term is

\[
-\frac{(1+\kappa)V'}{c^2B^2r}\,g , \tag{2}
\]

which would stand on the left of (1). For \(s_{1/2}\) states \(\kappa=-1\), and the term vanishes identically. Equation (1) then gives the Dirac energy, both radial functions and the density in the same \(V\). For other \(\kappa\), and a potential that is not constant, the term is present and (1) is an approximation.

## Conventions

Rydberg units are used: \(\hbar=1\), \(m=1/2\), \(e^2=2\), \(c=2/\alpha\), with \(\alpha\) the fine-structure constant. Lengths are in bohr and energies in Ry. The rest energy is \(mc^2=c^2/2\), and \(E\) is counted from it. With upper and lower two-component spinors \(\psi\) and \(\eta\), the Dirac equation is

\[
c\,\sigma\!\cdot\!p\,\eta+V\psi=E\psi,\qquad
c\,\sigma\!\cdot\!p\,\psi+(V-c^2)\eta=E\eta . \tag{3}
\]

The \(-c^2\) is \(-2mc^2\), the distance between the two rest energies. The second equation can be written

\[
c\,\sigma\!\cdot\!p\,\psi=(c^2+E-V)\eta=c^2B\,\eta . \tag{4}
\]

The derivations divide by \(B\), so they need \(B\neq0\). For an attractive potential, \(V\le0\), and a bound state with \(E>-c^2\), \(B\) is positive everywhere.

The quantum number \(\kappa\) is \(-(l+1)\) for \(j=l+1/2\) and \(l\) for \(j=l-1/2\). In both cases \(\kappa(\kappa+1)=l(l+1)\).

## First derivation: elimination in the radial equations

**Angular part.** Write \(\sigma_r=\sigma\cdot\hat r\), so that \(\sigma_r^2=1\). The Pauli identity \((\sigma\cdot a)(\sigma\cdot b)=a\cdot b+i\sigma\cdot(a\times b)\) gives

\[
\sigma\!\cdot\!p=\sigma_r\,(\sigma_r\,\sigma\!\cdot\!p)
=\sigma_r\left[\hat r\!\cdot\!p+i\sigma\!\cdot\!(\hat r\times p)\right]
=-i\sigma_r\left(\partial_r-\frac{\sigma\!\cdot\!L}{r}\right), \tag{5}
\]

because \(\hat r\cdot p=-i\partial_r\) and \(\hat r\times p=L/r\).

Let \(\chi_\kappa\) be the spin-angular function with quantum numbers \(l\) and \(j\). Since \(J=L+\sigma/2\), we have \(J^2=L^2+\sigma\cdot L+3/4\). The eigenvalue of \(\sigma\cdot L\) is therefore \(j(j+1)-l(l+1)-3/4\), which is \(l\) for \(j=l+1/2\) and \(-(l+1)\) for \(j=l-1/2\). Both cases are covered by

\[
\sigma\!\cdot\!L\,\chi_\kappa=-(1+\kappa)\chi_\kappa . \tag{6}
\]

The operator \(\sigma_r\) commutes with \(J\), changes parity and has square one. It therefore turns \(\chi_\kappa\) into the function with the same \(j\) and the other \(l\), which is \(\chi_{-\kappa}\). The phases are chosen so that \(\sigma_r\chi_\kappa=-\chi_{-\kappa}\).

**Radial pair.** Set \(\psi=g\chi_\kappa\) and \(\eta=if\chi_{-\kappa}\). From (5) and (6),

\[
\sigma\!\cdot\!p\,g\chi_\kappa=-i\sigma_r\left(g'+\frac{1+\kappa}{r}g\right)\chi_\kappa
=i\left(g'+\frac{1+\kappa}{r}g\right)\chi_{-\kappa}.
\]

For the lower spinor \(\kappa\) is replaced by \(-\kappa\), and the prefactor is \((-i)(i)=1\):

\[
\sigma\!\cdot\!p\,if\chi_{-\kappa}=\sigma_r\left(f'+\frac{1-\kappa}{r}f\right)\chi_{-\kappa}
=-\left(f'+\frac{1-\kappa}{r}f\right)\chi_\kappa .
\]

Equation (4) and the first of equations (3) become

\[
g'+\frac{1+\kappa}{r}g=cB\,f,\qquad
-c\left(f'+\frac{1-\kappa}{r}f\right)+Vg=Eg . \tag{7}
\]

**Elimination.** The first equation gives \(f=[g'+(1+\kappa)g/r]/(cB)\). Its derivative contains \((1/B)'\). Since \(B'=-V'/c^2\),

\[
\left(\frac1B\right)'=-\frac{B'}{B^2}=\frac{V'}{c^2B^2}. \tag{8}
\]

Hence

\[
cf'=\frac1B\left[g''+\frac{1+\kappa}{r}g'-\frac{1+\kappa}{r^2}g\right]
+\frac{V'}{c^2B^2}\left[g'+\frac{1+\kappa}{r}g\right],
\]

\[
c\,\frac{1-\kappa}{r}f=\frac1B\left[\frac{1-\kappa}{r}g'+\frac{(1-\kappa)(1+\kappa)}{r^2}g\right].
\]

Add the two lines. The coefficients of \(g'/r\) sum to \((1+\kappa)+(1-\kappa)=2\). Those of \(g/r^2\) sum to \((1+\kappa)(-1+1-\kappa)=-\kappa(\kappa+1)=-l(l+1)\). Inserting the sum in the second equation of (7) gives

\[
-\frac1B\left[g''+\frac2rg'-\frac{l(l+1)}{r^2}g\right]-\frac{V'}{c^2B^2}g'
-\frac{(1+\kappa)V'}{c^2B^2r}g+Vg=Eg . \tag{9}
\]

No approximation has been made so far. The two states \(j=l\pm1/2\) of one \(l\) differ only through the third term. By (6) this term is \(V'/(c^2B^2r)\) times the eigenvalue of \(\sigma\cdot L\), so it is a spin-orbit coupling. Dropping it leaves (1).

**The case \(\kappa=-1\).** Here \(1+\kappa=0\), and (9) is already (1) with \(l=0\). The first equation of (7) reduces to \(f=g'/(cB)\), so the small function also follows from the scalar solution.

## Second derivation: splitting the operator before separation

The elimination can be done on the spinors themselves. Equation (4) gives \(\eta=(cB)^{-1}\sigma\cdot p\,\psi\). With \(W=1/B\), the first of equations (3) becomes

\[
\sigma\!\cdot\!p\,W\,\sigma\!\cdot\!p\,\psi+V\psi=E\psi . \tag{10}
\]

Move \(W\) to the left of the first \(p\). Since \(p=-i\nabla\), the product rule gives \(pW=Wp-i(\nabla W)\), and

\[
\sigma\!\cdot\!p\,W\,\sigma\!\cdot\!p
=W(\sigma\!\cdot\!p)^2-i(\sigma\!\cdot\!\nabla W)(\sigma\!\cdot\!p).
\]

Here \((\sigma\cdot p)^2=p^2\), because \(p\times p=0\). The Pauli identity applied to the last product gives

\[
-i(\sigma\!\cdot\!\nabla W)(\sigma\!\cdot\!p)=-i\nabla W\!\cdot\!p+\sigma\!\cdot\!(\nabla W\times p).
\]

The spin-free parts combine, because \(p\cdot Wp=Wp^2-i\nabla W\cdot p\). Therefore

\[
\sigma\!\cdot\!p\,W\,\sigma\!\cdot\!p=p\cdot Wp+\sigma\!\cdot\!(\nabla W\times p). \tag{11}
\]

The last term contains all the spin dependence of the eliminated equation. For a spherical potential \(\nabla W=W'\hat r\), and with (8)

\[
\sigma\!\cdot\!(\nabla W\times p)=\frac{W'}{r}\,\sigma\!\cdot\!L=\frac{V'}{c^2B^2r}\,\sigma\!\cdot\!L . \tag{12}
\]

Drop this term. What remains, \(p\cdot Wp+V\), does not act on spin and commutes with \(L\). Its solutions can be taken as \(g(r)Y_{lm}\) times a constant spinor. Using \(\nabla^2(gY_{lm})=[g''+2g'/r-l(l+1)g/r^2]Y_{lm}\),

\[
p\cdot Wp\,(gY_{lm})=-\nabla\!\cdot\!\left[W\nabla(gY_{lm})\right]
=\left\{-W\left[g''+\frac2rg'-\frac{l(l+1)}{r^2}g\right]-W'g'\right\}Y_{lm}.
\]

With \(W=1/B\) and \(W'=V'/(c^2B^2)\), this is (1).

For an \(s\) state the upper spinor is a radial function times a constant spinor. Since \(LY_{00}=0\), the operator (12) gives zero on it whatever the size of \(V'\). Nothing was lost in dropping it. By (5) the lower spinor is \((cB)^{-1}(-i\sigma_r)g'\) times the same angular function and spinor, so its radial function is again \(g'/(cB)\).

## What each derivation assumes

Both routes assume a local potential that multiplies the upper and lower components alike, no magnetic field, and \(B\ne0\). Both keep the energy inside \(B\). Replacing \(B\) by an energy-independent function would be a further approximation, and the exactness for \(s_{1/2}\) would then no longer follow.

The first derivation assumes a spherical potential from the start, since the separation into \(g\) and \(f\) needs it. In return it supplies the full radial equation (9) for every \(\kappa\), against which the scalar equation can be judged. It leaves one question open. The \(\kappa\)-dependent coefficient could be written as a part depending on \(l\) alone plus a remainder, in many ways, and the algebra of (9) does not say which remainder to drop. A criterion is needed, for instance that the dropped term average to zero over the \(2(2l+1)\) spin-angular states. Term (2) meets it: there are \(2l+2\) states with \(\sigma\cdot L=l\) and \(2l\) with \(\sigma\cdot L=-(l+1)\), and

\[
(2l+2)\,l-2l\,(l+1)=0 . \tag{13}
\]

The second derivation settles this question by Pauli algebra. An operator on two-component spinors has one decomposition into a part proportional to the unit matrix and a part linear in \(\sigma\), and (11) is that decomposition. It also holds for a potential of any shape; spherical symmetry enters only at (12). It does not by itself show how large the error is for \(l>0\).

Either way, the separation belongs to the equation for the unmodified large component. Neither derivation makes a claim about what would be called spin-orbit coupling after a further transformation of \(\psi\).

The word "exact" refers to a given \(V\). In a self-consistent mean-field calculation \(V\) depends on the density of all occupied shells. If the \(p\), \(d\) and \(f\) shells are treated by (1), their densities differ from the Dirac densities, and so in general does \(V\). The \(s\) levels can then change indirectly, although each is solved without error in the potential it is given.

## Boundary conditions and a form without \(V'\)

Equality of two differential equations gives equal bound states if the boundary conditions agree too. By (8), equation (1) is the same as

\[
-\frac1{r^2}\left(\frac{r^2g'}{B}\right)'+\frac{l(l+1)}{Br^2}g+Vg=Eg . \tag{14}
\]

With \(\phi=g'/(cB)\) this becomes a first-order pair in which \(V'\) does not appear:

\[
g'=cB\phi,\qquad
c\left(\phi'+\frac2r\phi\right)=\left[\frac{l(l+1)}{Br^2}+V-E\right]g . \tag{15}
\]

For \(l=0\) this is the Dirac pair (7) with \(\kappa=-1\) and \(f=\phi\). Regularity at the origin and decay at infinity are then the same conditions on the same functions.

A point nucleus needs a separate look, because \(V'\) is singular there. Near \(r=0\), \(V\simeq-2Z/r\) and \(B\simeq2Z/(c^2r)\). Put \(g\sim r^s\) in (14). Each leading term is proportional to \(r^{s-1}\), and division by \(c^2/(2Z)\) leaves

\[
-s(s+2)+l(l+1)-\left(\frac{2Z}{c}\right)^2=0,\qquad
s=-1+\sqrt{1+l(l+1)-\left(\frac{2Z}{c}\right)^2}. \tag{16}
\]

The regular root is taken, and \(2Z/c<1\) keeps it real for \(l=0\). Term (2) would add \(-(1+\kappa)\) to the left of the first equation. Since \(\kappa(\kappa+1)-(1+\kappa)=\kappa^2-1\), the Dirac exponent is \(-1+\sqrt{\kappa^2-(2Z/c)^2}\). The two agree for \(\kappa=-1\).

They disagree for \(p_{1/2}\). At \(Z=80\) the Dirac exponent for \(\kappa=1\) is \(-0.188\), so the large function diverges weakly at a point nucleus. The scalar exponent for \(l=1\) is \(0.631\), so the scalar function goes to zero. These exponents describe a point nucleus and hold only for \(r\ll 2Z/c^2\), about \(2\times10^{-3}\) bohr at \(Z=80\). With a nucleus of finite size both functions vanish linearly at the origin, and the divergence disappears. Just outside the nucleus the shapes still differ: near \(r=10^{-3}\) bohr the \(p_{1/2}\) large function is almost flat, while the scalar one rises roughly as \(r^{0.65}\). The scalar equation thus misses the form of a \(p_{1/2}\) function near the nucleus, as well as its energy.

## Norm and first-order spin-orbit shift for \(l>0\)

Because \(B\) contains \(E\), solutions of (14) with different energies are in general not orthogonal in \(g\) alone. Write (14) for states 1 and 2, multiply by \(r^2g_2\) and \(r^2g_1\), subtract, and integrate by parts. The boundary terms vanish for regular bound states:

\[
\int\left(\frac1{B_1}-\frac1{B_2}\right)\left[r^2g_1'g_2'+l(l+1)g_1g_2\right]dr=(E_1-E_2)\int r^2g_1g_2\,dr .
\]

Here \(1/B_1-1/B_2=-(E_1-E_2)/(c^2B_1B_2)\). Division by \(E_1-E_2\) gives

\[
\int r^2\left[g_1g_2+\phi_1\phi_2+\frac{l(l+1)}{c^2B_1B_2r^2}g_1g_2\right]dr=0 . \tag{17}
\]

The matching norm is

\[
N=\int r^2\left[g^2+\phi^2+\frac{l(l+1)}{c^2B^2r^2}g^2\right]dr . \tag{18}
\]

For \(l=0\) it is the Dirac norm \(\int r^2(g^2+f^2)\,dr\).

The same \(N\) governs small perturbations. Multiply (14) by \(r^2g\) and integrate:

\[
F=\int\left[\frac{r^2g'^2+l(l+1)g^2}{B}+r^2(V-E)g^2\right]dr=0 .
\]

At fixed \(E\), \(F\) is stationary under changes of \(g\). Since \(\partial(1/B)/\partial E=-1/(c^2B^2)\), we have \(\partial F/\partial E=-N\). A small added term \(u(r)g\) on the left of (14) changes \(F\) by \(\int r^2ug^2dr\), and keeping \(F=0\) requires \(\delta E=\int r^2ug^2dr/N\). With term (2) as \(u\),

\[
\delta E_\kappa=-(1+\kappa)\zeta,\qquad
\zeta=\frac1N\int\frac{rV'}{c^2B^2}\,g^2\,dr . \tag{19}
\]

For a \(p\) level the shifts are \(-2\zeta\) for \(p_{1/2}\) and \(+\zeta\) for \(p_{3/2}\). By (13) their weighted mean is zero. The scalar level is therefore the Dirac centroid to first order in the spin-orbit term, but not beyond.

For a hydrogen-like ion with \(2Z/c\ll1\), radii scale as \(1/Z\), so \(\zeta\) scales as \(Z^4/c^2\). The second-order effect scales as \(\zeta^2\) divided by a level spacing of order \(Z^2\), that is, as \(Z^6/c^4\).

## Worked example

The model potential is

\[
V(r)=-\frac2r\left[1+(Z-1)e^{-r/a}\right],\qquad Z=80,\quad a=0.25\ \text{bohr}.
\]

It has the point-nucleus singularity and a screened tail, but it is not a self-consistent atom. Nuclear size, electron interaction beyond \(V\) and radiative corrections are left out, so the levels are not those of mercury, whose K edge lies near 83.1 keV. A Gaussian nucleus of rms radius 5.46 fm alone would raise the 1s level by about 4 Ry, equally in the scalar and the Dirac equation. The digits below serve only to compare the two equations in this \(V\). The scalar equation was solved by finite elements, and the unreduced Dirac pair separately by shooting. Energies are in Ry.

| state | scalar | Dirac | nonrelativistic |
|---|---|---|---|
| 1s | −6452.524 | −6452.524 | −5790.959 |
| 2s | −1252.679 | −1252.679 | −1053.577 |
| 3s | −311.459 | −311.459 | −253.417 |

The scalar and Dirac energies agree within the tested relative tolerance of \(10^{-7}\). The relativistic change is itself large: for 3s it is \(-311.459+253.417\approx-58.04\) Ry, or 23% of the nonrelativistic binding energy. The small component's share of the norm also agrees, for instance 0.0938 for 1s by both methods. In keV the three scalar energies are −87.79, −17.04 and −4.24.

The 2p level behaves differently. The scalar energy is −1117.48 Ry (−15.20 keV), while the Dirac levels are −1239.30 Ry for \(2p_{1/2}\) and −1073.82 Ry for \(2p_{3/2}\). The scalar level lies 121.82 Ry above the first, an error of 9.8% relative to that level's binding energy. With weights 2 and 4, the Dirac centroid is

\[
\frac{-1239.30+2(-1073.82)}{3}=-1128.98\ \text{Ry},
\]

which is 11.50 Ry below the scalar level. Equation (19) with \(\zeta=47.60\) Ry gives

\[
E(2p_{1/2})\approx-1117.48-2(47.60)\approx-1212.7\ \text{Ry},
\]
\[
E(2p_{3/2})\approx-1117.48+47.60\approx-1069.9\ \text{Ry}.
\]

First order thus recovers most of the splitting but leaves \(2p_{1/2}\) about 27 Ry too high and \(2p_{3/2}\) about 4 Ry too high.

The orthogonality relation (17) can be seen in the 2p and 3p scalar states. With each state normalized by (18), their overlap is 0.0097 in magnitude from \(g\) alone, and zero to rounding error with all three terms.

For weakly relativistic point charges, the 2p centroid lies below the scalar level by \(6.26\times10^{-7}\) Ry at \(Z=5\) and \(3.99\times10^{-5}\) Ry at \(Z=10\). The ratio is about 64, or \(2^6\), as the \(Z^6\) estimate requires. The numerical check also compares the \(s\) energies of a bare charge \(Z=80\) with the closed Dirac formula.

## Computed values

```
speed of light c = 274.07200 Rydberg units; 1 Ry = 13.605693 eV
nuclear charge Z = 80; screening length a = 0.25 bohr
coupling 2Z/c = 0.583788
POINT CHARGE, energies in Ry
1s: scalar -7064.38419, Dirac formula -7064.38419
1s small-component share: scalar 0.094047, Dirac formula 0.094047
2s: scalar -1809.69557, Dirac formula -1809.69557
2p: scalar -1681.69652, Dirac 2p1/2 -1809.69557, 2p3/2 -1635.61499
exponent of g near r = 0, s: numerical -0.1882, formula -0.1881
exponent of g near r = 0, p: numerical 0.6307, formula 0.6307
Dirac exponent of g, kappa = 1: -0.1881
Dirac exponent of g, kappa = -2: 0.9129
SCREENED MODEL, energies in Ry
1s: scalar -6452.52433, Dirac -6452.52433, nonrelativistic -5790.95933
1s small-component share: scalar 0.093786, Dirac 0.093786
1s scalar energy in keV: -87.7911
2s: scalar -1252.67867, Dirac -1252.67867, nonrelativistic -1053.57681
2s small-component share: scalar 0.023175, Dirac 0.023175
2s scalar energy in keV: -17.0436
3s: scalar -311.45917, Dirac -311.45917, nonrelativistic -253.41664
3s small-component share: scalar 0.008642, Dirac 0.008642
3s scalar energy in keV: -4.2376
2p: scalar -1117.47887, Dirac 2p1/2 -1239.29612, 2p3/2 -1073.82206
2p scalar energy in keV: -15.2041
2p Dirac centroid (weights 2 and 4): -1128.98008
2p centroid minus scalar: -11.50121
2p spin-orbit parameter zeta: 47.60496
2p first-order levels: 2p1/2 -1212.68880, 2p3/2 -1069.87390
1s-2s overlap magnitude: g only 0.037901, all terms 5.7e-15
2p-3p overlap magnitude: g only 0.009683, all terms 6.1e-16
WEAKLY RELATIVISTIC POINT CHARGES, 2p, energies in Ry
Z = 5: splitting 0.0020819, first order 0.0020809
Z = 5: Dirac centroid minus scalar level -6.2639e-07
Z = 10: splitting 0.0333933, first order 0.0333327
Z = 10: Dirac centroid minus scalar level -3.9897e-05
power of Z in centroid difference: 5.993 (leading order: 6)
```
